\section*{Exchange length and mesh cell size for a micromagnetic simulation}

\section*{The question}

A ferromagnet has exchange stiffness $A=1.5\times10^{-11}\,\mathrm{J/m}$ and saturation magnetization $M_s=1.0\times10^{6}\,\mathrm{A/m}$. These are round model parameters. The magnetic constant is $\mu_0=1.256637\times10^{-6}\,\mathrm{N/A^2}$. The magnetization is $\mathbf M=M_s\mathbf m$ with $|\mathbf m|=1$, and the exchange energy density is $A|\nabla\mathbf m|^2$, where the square is summed over all components and directions. There is no applied field and no crystal anisotropy, and thermal fluctuations are ignored.

A simulation divides the magnet into cells of edge $h$, each uniformly magnetized. To judge $h$, consider a wall that varies along $x$ alone and turns in the $xy$ plane:
\begin{equation}
\mathbf m=(\sin\theta,\cos\theta,0),\qquad
\theta(-\infty)=0,\quad \theta(+\infty)=\pi .
\label{eq:wall}
\end{equation}
The magnet is unbounded in $y$ and $z$.

\section*{Part (a): the two energy densities}

\textit{Express the exchange and magnetostatic energy densities of this wall in terms of $\theta(x)$.}

\medskip\noindent\textbf{Answer.} Differentiation gives $d\mathbf m/dx=\theta'(\cos\theta,-\sin\theta,0)$, whose square is $\theta'^2$. The exchange energy density is therefore $A\theta'^2$.

The field $\mathbf H$ produced by the magnetization obeys $\nabla\cdot(\mathbf H+\mathbf M)=0$. Since everything depends on $x$ alone, $H_x+M_x$ is constant. Far from the wall $M_x$ and $H_x$ both vanish, so the constant is zero and
\begin{equation}
H_x=-M_x=-M_s\sin\theta .
\end{equation}
The condition $\nabla\times\mathbf H=0$ makes $H_y$ and $H_z$ constant, and without an applied field they are zero. The magnetostatic energy density is
\begin{equation}
-\frac{\mu_0}{2}\mathbf M\cdot\mathbf H
=\frac{\mu_0M_s^2}{2}\sin^2\theta
\equiv K_d\sin^2\theta .
\end{equation}
The factor $1/2$ is present because the field comes from the magnetization itself, and each pair of magnetic moments must be counted once.

\section*{Part (b): the exchange length}

\textit{Find the length $l$ at which the exchange scale $A/l^2$ equals $K_d$, and evaluate it.}

\medskip\noindent\textbf{Answer.} Setting $A/l^2=K_d$ gives
\begin{equation}
l=\sqrt{\frac{A}{K_d}}=\sqrt{\frac{2A}{\mu_0M_s^2}} .
\label{eq:length}
\end{equation}
The units under the root are $(\mathrm{J/m})/(\mathrm{J/m^3})=\mathrm{m^2}$, as required. The numbers are
\begin{align}
\mu_0M_s^2&=1.25664\times10^{6}\,\mathrm{J/m^3},\\
l^2&=\frac{2(1.5\times10^{-11})}{1.25664\times10^{6}}\,\mathrm{m^2}
=2.387\times10^{-17}\,\mathrm{m^2},\\
l&=4.886\times10^{-9}\,\mathrm{m}=4.9\,\mathrm{nm}.
\end{align}
A stiffer exchange lengthens $l$ as $\sqrt A$. A larger magnetization shortens it as $1/M_s$, because magnetic charge then costs more.

\section*{Part (c): the continuous wall}

\textit{Find the profile of least energy within the $xy$ plane, and its energy per area $\gamma$. Is it the cheapest way to reverse the magnetization?}

\medskip\noindent\textbf{Answer.} Completing the square in the energy per area gives
\begin{align}
E&=\int_{-\infty}^{\infty}\left(A\theta'^2+K_d\sin^2\theta\right)dx\nonumber\\
&=\int_{-\infty}^{\infty}\left(\sqrt A\,\theta'-\sqrt{K_d}\sin\theta\right)^2dx
+2\sqrt{AK_d}\int_{-\infty}^{\infty}\sin\theta\,\theta'\,dx .
\end{align}
The last integral is $[-\cos\theta]_0^\pi=2$ for every profile with the given ends. The squared term is never negative, so the energy is least when it vanishes:
\begin{equation}
l\theta'=\sin\theta,\qquad \gamma=4\sqrt{AK_d}.
\end{equation}
Separating variables gives $\ln\tan(\theta/2)=x/l$, with the wall centre placed at $x=0$. Writing $t=\tan(\theta/2)=e^{x/l}$,
\begin{equation}
\sin\theta=\frac{2t}{1+t^2}=\operatorname{sech}\frac{x}{l},\qquad
\cos\theta=\frac{1-t^2}{1+t^2}=-\tanh\frac{x}{l}.
\label{eq:profile}
\end{equation}
The steepest rotation, at the centre, is $1/l$. This is why $l$ is the length that the mesh must resolve. With $K_d=6.283\times10^5\,\mathrm{J/m^3}$, the energy is $\gamma=1.228\times10^{-2}\,\mathrm{J/m^2}$.

It is not the cheapest reversal. A wall that turns through $z$ has $M_x=0$ and hence no magnetostatic energy. If it turns at a uniform rate over a width $w$, its energy is $A(\pi/w)^2w=A\pi^2/w$. For $w=100\,\mathrm{nm}$ this is $1.48\times10^{-3}\,\mathrm{J/m^2}$, well below $\gamma$, and it falls further as $w$ grows. The wall in the $xy$ plane is thus a constrained test of the mesh, not the ground state of this magnet.

\section*{Part (d): the error made by the mesh}

\textit{Let $u=h/l$. Place the profile of part (c) on the cells, with its centre midway between two of them, and find the energy relative to $\gamma$. Give the leading error for small $u$.}

\medskip\noindent\textbf{Answer.} Replace the derivative by the difference between neighbouring cells, which are turned by an angle $\delta$ relative to each other. Since $|\mathbf m_{i+1}-\mathbf m_i|^2=2-2\cos\delta$, one pair costs, per area,
\begin{equation}
hA\,\frac{|\mathbf m_{i+1}-\mathbf m_i|^2}{h^2}
=\frac{2A}{h}(1-\cos\delta).
\label{eq:pair}
\end{equation}
The cells at one $x$ form a uniformly magnetized sheet, for which $H_x=-M_x$ still holds. Each contributes $hK_d\sin^2\theta_i$.

Let neighbouring cells lie at $x=al$ and $x=bl$, with $b-a=u$. Equation~\eqref{eq:profile} gives
\begin{align}
1-\cos\delta
&=1-\tanh a\tanh b-\frac{1}{\cosh a\cosh b}\nonumber\\
&=\frac{\cosh a\cosh b-\sinh a\sinh b-1}{\cosh a\cosh b}
=\frac{\cosh u-1}{\cosh a\cosh b}.
\end{align}
The sum over pairs follows from
\begin{equation}
\tanh b-\tanh a=\frac{\sinh(b-a)}{\cosh a\cosh b}
=\frac{\sinh u}{\cosh a\cosh b}.
\end{equation}
When the left side is summed over all pairs, the intermediate terms cancel and $1-(-1)=2$ remains. Hence $\sum 1/(\cosh a\cosh b)=2/\sinh u$, and
\begin{equation}
E_{\rm ex}=\frac{2A}{h}(\cosh u-1)\frac{2}{\sinh u}
=\frac{4A}{h}\tanh\frac u2
=\sqrt{AK_d}\,\frac4u\tanh\frac u2 .
\end{equation}
The second form uses $\cosh u-1=2\sinh^2(u/2)$ and $\sinh u=2\sinh(u/2)\cosh(u/2)$. The third uses $h=ul$ and $A/l=\sqrt{AK_d}$.

The magnetostatic sum, with $lK_d=\sqrt{AK_d}$, is
\begin{equation}
E_{\rm ms}=\sqrt{AK_d}\;u\sum_i\operatorname{sech}^2\frac{x_i}{l}
\simeq\sqrt{AK_d}\int_{-\infty}^{\infty}\operatorname{sech}^2s\,ds
=2\sqrt{AK_d}.
\end{equation}
The sum is a midpoint rule for a smooth function. Its power-law corrections contain derivatives at the two ends, where they vanish, so for small $u$ the error falls faster than any power of $u$. Adding the parts and dividing by $\gamma$,
\begin{equation}
\frac{E_{\rm sampled}}{\gamma}
\simeq\frac12\left[1+\frac{\tanh(u/2)}{u/2}\right]
=1-\frac{u^2}{24}+O(u^4),
\label{eq:error}
\end{equation}
because $\tanh y/y=1-y^2/3+O(y^4)$ with $y=u/2$. For cells of 1, 2 and 2.5~nm, direct summation agrees with the closed form to within $10^{-6}$ of $\gamma$.

A simulation also lets the cell angles relax. Here they relax only within the $xy$ plane, because a wall free to turn through $z$ would lower its energy as in part (c). The mesh changes the energy function by terms of order $u^2$, so the angles shift by order $u^2$ from the continuous profile. That profile is already a minimum of the continuous energy, so the shift changes the total at order $u^4$. The leading deficit $u^2/24$ survives relaxation.

The sign has two causes. First, the difference $|\mathbf m_{i+1}-\mathbf m_i|$ is a chord of the unit circle, while the continuous magnetization follows the longer arc. This gives two thirds of the leading deficit, $u^2/36$. Second, the rotation rate varies between cell centres, and the difference records only its average. The square of an average is never larger than the average of the square, which gives the remaining $u^2/72$. Both effects make the mesh underestimate the exchange energy of the sampled profile. Relaxation then steepens the wall, which raises the exchange part and lowers the magnetostatic part. The deficit $u^2/24$ therefore belongs to the total energy of the relaxed wall, not to its exchange part alone.

\section*{Part (e): choosing the cell}

\textit{The wall energy is to be correct to 1\,\% of $\gamma$. Choose the largest suitable cell from 1, 2, 2.5, 4, 5 and 10~nm, and find the angle between the two central cells.}

\medskip\noindent\textbf{Answer.} The leading error gives
\begin{equation}
\frac{1}{24}\left(\frac hl\right)^2<0.01
\quad\Longrightarrow\quad
h<l\sqrt{0.24}=2.39\,\mathrm{nm}.
\end{equation}
The choice is $h=2\,\mathrm{nm}$, or 2.4 cells per exchange length. Direct minimization of the discrete energy supports it:
\begin{center}
\begin{tabular}{cccc}
$h$ (nm) & $u^2/24$ (\%) & relaxed deficit (\%) & central angle\\
\hline
1 & 0.175 & 0.176 & $11.8^\circ$\\
2 & 0.698 & 0.717 & $24.2^\circ$\\
2.5 & 1.09 & 1.14 & $30.8^\circ$\\
4 & 2.79 & 3.32 & $56.0^\circ$\\
5 & 4.36 & 7.06 & $89.2^\circ$
\end{tabular}
\end{center}
Both percentages are relative to $\gamma$. At 2.5~nm the tolerance is just missed. With the nearest-neighbour difference of equation~\eqref{eq:pair}, a cell equal to the exchange length would be much too coarse: at 5~nm, only slightly above $l$, the deficit is 7\,\%, and the leading term no longer describes it well.

For the angle, the central cells lie at $x=\pm h/2$. From $\theta=2\arctan e^{x/l}$ and the subtraction formula for the arctangent,
\begin{equation}
\theta-\frac\pi2
=2\arctan\frac{e^{x/l}-1}{e^{x/l}+1}
=2\arctan\left(\tanh\frac{x}{2l}\right).
\end{equation}
The two cells deviate from $\pi/2$ by equal and opposite amounts, so the angle between them is $4\arctan[\tanh(u/4)]$. For $u=0.409$ this is $23.3^\circ$; relaxation raises it to $24.2^\circ$.

These errors, and the choice of 2~nm, belong to the nearest-neighbour difference of equation~\eqref{eq:pair}. A difference that also uses second neighbours, $\left(\tfrac43|\mathbf m_{i+1}-\mathbf m_i|^2-\tfrac1{12}|\mathbf m_{i+2}-\mathbf m_i|^2\right)/h^2$, cancels the $u^2$ term; its relaxed deficit at 4~nm is about 0.7\,\%, within the tolerance.

The 1\,\% tolerance is a choice. Since the leading error is quadratic in $h$, a tolerance four times smaller requires about half the cell size, and in three dimensions about eight times as many cells.

\section*{Part (f): a mesh that is too coarse}

\textit{At $h=10$~nm the wall relaxed within the $xy$ plane is a $180^\circ$ jump between two cells. Find its energy and explain why this result is misleading.}

\medskip\noindent\textbf{Answer.} All cells now point along $+y$ or $-y$, so $m_x=0$ and there is no magnetostatic energy. One pair has $\cos\delta=-1$, and equation~\eqref{eq:pair} gives
\begin{equation}
E_{\rm jump}=\frac{4A}{h},\qquad
\frac{E_{\rm jump}}{\gamma}=\frac{4A/h}{4A/l}
=\frac lh=\frac{4.886}{10}=0.489 .
\end{equation}
Here $\gamma=4\sqrt{AK_d}=4A/l$ was used. The energy is less than half the correct value. It depends on the arbitrary cell size $h$ and no longer on $M_s$, so it is not a property of the material. At 5~nm the jump would cost $0.977\gamma$, more than the relaxed smooth wall at $0.929\gamma$, so there the jump is not favoured.

\section*{Part (g): when the choice must be revised}

\textit{An easy axis along $y$ adds the energy density $K\sin^2\theta$, with $K>0$. Is a 2~nm cell still adequate for the $xy$ wall if $K=K_d$? What else could demand a finer mesh?}

\medskip\noindent\textbf{Answer.} The new term has the same form as the magnetostatic one, so the profile and energy of the $xy$ wall in part (c) and its mesh error in part (d) hold with $K_d$ replaced by $K_d+K$. The relevant length becomes $\sqrt{A/(K_d+K)}$. For $K=K_d$ it is shorter by $\sqrt2$, and the bound from the leading error falls to $2.39/\sqrt2=1.69\,\mathrm{nm}$. For this wall the 2~nm cell then misses the tolerance, and 1~nm is the choice from the list.

The wall that turns through $z$ is different. It has no magnetostatic energy, so its energy density is $A\theta'^2+K\sin^2\theta$ and its length is $\sqrt{A/K}$. For $K=K_d$ this equals $l$, the relative mesh error is the same as in part (e), and 2~nm is still adequate. The mesh must suit the wall that is actually present.

The wall also leaves some errors untested. It has no variation along $y$ or $z$, so it does not probe the field calculation near edges and corners. Near a point where the direction of $\mathbf m$ is undefined, the magnetization turns over arbitrarily short distances, and no fixed cell resolves it. In an actual simulation the quantity of interest should therefore be recomputed with half the cell size. For the present wall this reduces the deficit from 0.717\,\% at 2~nm to 0.176\,\% at 1~nm, close to the factor of four expected from a quadratic error. The numerical output gives the remaining values.

\section*{Computed results}
\begin{verbatim}
exchange stiffness A = 1.500e-11 J/m
saturation magnetization Ms = 1.000e+06 A/m
magnetic constant mu0 = 1.256637e-06 N/A^2
mu0 Ms^2 = 1.25664e+06 J/m^3
magnetostatic energy density Kd = 6.28319e+05 J/m^3
l squared = 2.38732e-17 m^2
exchange length l = 4.8860e-09 m = 4.886 nm
continuous wall energy gamma = 1.2280e-02 J/m^2
wide wall through z, width 100 nm: 1.480e-03 J/m^2
field check at x = 0.7 l: Hx/Ms = -0.7965, mx = 0.7967
chosen energy tolerance = 1.0 %
largest cell from the error law = 2.394 nm
cell by cell: relaxed wall, energy deficit relative to gamma
h =  1.0 nm: h/l = 0.2047, deficit = 0.176 %, u^2/24 = 0.175 %, central angle = 11.8 deg
h =  2.0 nm: h/l = 0.4093, deficit = 0.717 %, u^2/24 = 0.698 %, central angle = 24.2 deg
h =  2.5 nm: h/l = 0.5117, deficit = 1.140 %, u^2/24 = 1.091 %, central angle = 30.8 deg
h =  4.0 nm: h/l = 0.8187, deficit = 3.318 %, u^2/24 = 2.793 %, central angle = 56.0 deg
h =  5.0 nm: h/l = 1.0233, deficit = 7.062 %, u^2/24 = 4.363 %, central angle = 89.2 deg
h = 10.0 nm: h/l = 2.0467, deficit = 51.140 %, u^2/24 = 17.453 %, central angle = 180.0 deg
angle formula at 2 nm = 23.3 deg
collapsed wall at 10 nm: energy/gamma = 0.4886
chosen cell = 2.0 nm
cells per exchange length = 2.44
\end{verbatim}
